Work and the Ohmic–Hall Split of a Static Second-Order Current

A homogeneous conductor is held in a uniform, static electric field E. Besides the linear current, it carries a current quadratic in the field,

j_a = σ_abc E_b E_c,

where σ is real and repeated indices are summed. The field does work on this current at the rate, per unit volume (per unit area in a sheet),

P(E) = E_a j_a = σ_abc E_a E_b E_c.

The algebra is in atomic units (ħ = 1, electron charge −1). The numerical example uses eV and Å, with times in fs.

**(a) Which part of σ can be observed in j, and which part enters P?**

*Solution.* The product E_b E_c does not change when b and c are exchanged. A part of σ that is antisymmetric in its last two indices therefore drops out of j. We remove it from the start and take

σ_abc = σ_acb.

In P, all three indices are contracted with the same vector. The product E_a E_b E_c is unchanged by each of the six permutations of its indices, so σ may be replaced by its average over these permutations. Because σ_abc = σ_acb, the six terms are equal in pairs and the average has three terms:

S_abc = (σ_abc + σ_bca + σ_cab)/3,

P(E) = S_abc E_a E_b E_c.

This is where the static condition matters: the same real vector stands in all three places. If the field doing the work could point in a different direction from the driving fields, as with a delayed response to a rotating field, the replacement would not be allowed in general.

**(b) Show that P(E) = 0 for every field direction if and only if S = 0.**

*Solution.* If S = 0, the last formula gives P = 0 at once.

For the converse, we recover every entry of S from values of P. Write S(u,v,w) = S_abc u_a v_b w_c, which is linear in each argument and symmetric under their exchange. Then P(u) = S(u,u,u), and for two vectors

P(u+v) = P(u) + P(v) + 3S(u,u,v) + 3S(u,v,v).

For three vectors,

P(u+v+w) = P(u) + P(v) + P(w)
 + 3[S(u,u,v) + S(u,v,v) + S(v,v,w) + S(v,w,w) + S(w,w,u) + S(w,u,u)]
 + 6S(u,v,w).

Subtracting P(u+v), P(v+w) and P(w+u) removes the whole square bracket. Each single-vector term appears once in P(u+v+w) and is subtracted twice, which leaves −P(u) − P(v) − P(w). Adding these terms back gives

6S(u,v,w) = P(u+v+w) − P(u+v) − P(v+w) − P(w+u) + P(u) + P(v) + P(w).

Suppose that P vanishes for every direction. Since P(λE) = λ³P(E), it then vanishes for every vector, and so does the right side. Choosing u, v and w among the unit vectors of the axes gives S_abc = 0 for each entry.

The condition must hold for every direction. Zero work for E along y says only that σ_yyy = 0, and leaves the other entries free.

**(c) Split σ into a totally symmetric part and a part that does no work. Is the split unique, and how many constants does each part hold?**

*Solution.* Define the remainder

H_abc = σ_abc − S_abc = (2σ_abc − σ_bca − σ_cab)/3.

Symmetrizing σ − S gives S − S = 0, so by (b) the current from H does no work for any field. We call S the ohmic part and H the Hall part.

Let σ = S′ + H′ be another split, with S′ totally symmetric and H′ workless. Symmetrizing both sides leaves S′ unchanged and, by (b), turns H′ into zero. Hence S = S′, and then H = H′. The split is unique once the ohmic part is required to be totally symmetric. Without that requirement, any workless tensor could be moved from one part to the other.

The parts are also orthogonal. In the sum S_abc H_abc, the symmetry of S allows H to be replaced by its symmetrized form, which is zero.

In d dimensions, σ has d choices for its first index and d(d+1)/2 for the symmetric pair. A totally symmetric tensor of rank three has d(d+1)(d+2)/6 independent entries. The number of Hall constants is the difference,

d²(d+1)/2 − d(d+1)(d+2)/6 = d(d+1)(2d−2)/6 = d(d²−1)/3.

In three dimensions 18 = 10 + 8, and in two dimensions 6 = 4 + 2. In one dimension there is no Hall part, as there is no direction perpendicular to the field.

**(d) Express the two currents through derivatives with respect to E, and find the geometrical form of the Hall current.**

*Solution.* Let ∂_a mean ∂/∂E_a. The product rule gives

∂_a P = ∂_a(E_b j_b) = j_a + E_b ∂_a j_b.

The double cross product is

[E × (∇_E × j)]_a = E_b ∂_a j_b − E_b ∂_b j_a.

Since j is homogeneous of degree two, E_b ∂_b j_a = 2j_a. Solving the second line for E_b ∂_a j_b and inserting it in the first gives

∇_E P = 3j + E × (∇_E × j).

Therefore

j = ∇_E P/3 + (∇_E × j) × E/3.

The first term is the ohmic current, because ∂_a(S_bcd E_b E_c E_d) = 3S_abc E_b E_c. The second must then be the Hall current, and it is visibly perpendicular to E.

To write it with constants, use ∂_b j_a = 2σ_abc E_c:

(∇_E × j)_d = ε_dba ∂_b j_a = 2ε_dba σ_abc E_c.

Hence

j^H = (BE) × E, B_dc = (2/3) ε_dba σ_abc.

The trace is B_cc = (2/3) ε_cba σ_abc. It vanishes, because ε is antisymmetric in b and c while σ is symmetric. A traceless 3×3 matrix has eight independent entries, in agreement with (c). None of these is redundant: if (BE) × E = 0 for every E, every vector is an eigenvector of B, so B is a multiple of the unit matrix, and zero trace makes it zero.

The ohmic current, by contrast, is a gradient and need not be parallel to E.

**(e) In a two-dimensional sheet, how can the two parts be separated from the currents along and across the field?**

*Solution.* Let E = E e(θ), with e(θ) = (cos θ, sin θ), and let the positive transverse direction be z × e = (−sin θ, cos θ). Write P = E³p(θ). The gradient in polar coordinates has components ∂P/∂E and (1/E)∂P/∂θ, so the ohmic current is

along E: E²p(θ), across E: E²p′(θ)/3.

In the sheet, only the z row of B survives. Call it b = (B_zx, B_zy). Then BE = z(b·E), and

j^H = (b·E) z × E.

The total second-order currents are therefore

j_along = E²p(θ), j_across = E²[p′(θ)/3 + b·e(θ)].

A measurement of j_along against angle fixes p and hence p′/3. What remains of the transverse current is the Hall part. Transverse data alone are not enough in general, because p′ can contain the same cos θ and sin θ dependence as b·e.

**(f) Find the second-order current of one band in the relaxation-time approximation, including Berry curvature, and assign each term to its part.**

*Solution.* An electron of charge −1 obeys dk/dt = −E. With a single constant relaxation time τ, the steady Boltzmann equation is

−E·∇f = −(f − f0)/τ, or f − τE·∇f = f0,

where ∇ now acts on k and f0 is the Fermi function. Its solution is

f(k) = ∫₀^∞ ds e^(−s) f0(k + sτE).

To verify this, note that τE·∇ acting on f0(k + sτE) equals d/ds. Integration by parts gives τE·∇f = −f0(k) + f(k), as required. Expanding in the field and using ∫₀^∞ ds e^(−s) sⁿ/n! = 1,

f = f0 + τE·∇f0 + τ²(E·∇)²f0 + …

The velocity is ∇ε − (dk/dt) × Ω = ∇ε + E × Ω. In a sheet, Ω points along z and Ω denotes its z component. The current is minus the integral of f times this velocity, where ∫ includes d²k/(2π)².

The band velocity needs the second-order term of f. Two integrations by parts move both derivatives from f0 to ε, with no net change of sign:

j_a = −τ²E_bE_c ∫ (∂_b∂_c f0) ∂_aε = −τ²E_bE_c ∫ f0 ∂_a∂_b∂_cε.

The order of derivatives does not matter, so this tensor is totally symmetric: the term is ohmic.

The Berry velocity already contains one field and needs the first-order term of f. One integration by parts changes the sign:

j = −τ ∫ (E·∇f0) Ω (E × z) = τ(E·D)(E × z), D = ∫ f0 ∇Ω.

D is the Berry curvature dipole. The current is perpendicular to E for every direction, so this term is Hall, with b = −τD in the notation of (e).

Now add a partner valley related to the first by time reversal: ε′(k) = ε(−k) and Ω′(k) = −Ω(−k). The third derivative of ε changes sign, so the ohmic terms cancel. The gradient of Ω keeps its sign, so D′ = D and the Hall terms add. This cancellation is derived here for one constant τ; it is not a general rule that time-reversal symmetry removes the ohmic part.

**(g) Evaluate both parts for a tilted massive Dirac valley.**

*Solution.* Take one nondegenerate valley with

H = w k_x + v(k_xσ_x + k_yσ_y) + Δσ_z,

where the σ with a single index are Pauli matrices. The round model parameters are v = 3 eV Å, w = 1 eV Å, Δ = 0.05 eV, chemical potential 0.10 eV, kT = 0.010 eV and τ = 100 fs. The upper band has

ε = w k_x + d, d = √(v²k² + Δ²), Ω = −v²Δ/(2d³).

The energy is even in k_y. Third derivatives with an odd number of y indices therefore integrate to zero, and the ohmic part has two independent nonzero constants, S_xxx and S_xyy. Likewise D_y = 0. For the other component,

∂Ω/∂k_x = 3v⁴Δk_x/(2d⁵).

The tilt raises the energy at positive k_x, so states at negative k_x are more occupied, and D_x must be negative. Its value is −0.429 Å.

With units restored, the ohmic and Hall prefactors are e³τ²/ħ³ and e³τ/ħ². The results, in A Å/V², are

S_xxx = −0.430, S_xyy = −0.150,
H_yxx = 0.0159, H_xxy = −0.0079.

The Hall entries satisfy H_yxx + 2H_xxy = 0, as zero work requires. The main values convert to S_xxx = −43.0 µA µm/V² and H_yxx = 1.59 µA µm/V².

As a test of the split, the tensor was also found without the expansion in the field made in (f). The current was computed from the full distribution f and the velocity given there, for small fields of both signs along x, y and the diagonal, and its part even in the field gave σ. Permuting indices as in (c) then gave the same two sets of constants to the five decimals in the numerical output.

At E = 2×10⁻⁶ V/Å, or 0.20 kV/cm, E² = 4×10⁻¹² V²/Å². The currents in pA/Å follow from (e).

For E along x, the current along the field is −0.430 × 4 = −1.72, and the transverse current is 0.0159 × 4 = 0.064. This transverse current is purely Hall.

For E at 30° to x,

p = S_xxx cos³θ + 3S_xyy cos θ sin²θ = −0.2795 − 0.0972 = −0.3767,

which gives −1.51 along the field. The transverse current is 0.271 ohmic plus 0.055 Hall, so the Hall part supplies about 17% of it.

For E along y, the current along the field is zero, and the transverse current of 0.60 is entirely ohmic within the terms kept in (f). No second-order work is done in this direction, yet the Berry-dipole Hall current is zero as well. Neither a transverse signal nor zero work in one direction identifies a Hall response.

Two changes of the model show what produces the parts. Without tilt, f0 depends on |k| alone, and both integrands are odd under k → −k, so both parts vanish. Reversing the sign of Δ leaves ε unchanged and reverses Ω: the ohmic part stays and the Berry-dipole Hall part changes sign. With all other parameters fixed, the ratio of Hall to ohmic constants varies as 1/τ; here |H_yxx/S_xxx| = 0.0159/0.430 = 0.037.

**(h) Is the ohmic part a dissipation, and how far can these numbers be trusted?**

*Solution.* P is odd in E, so it cannot be positive for both E and −E. It is the leading correction that makes the total loss depend on the sense of the field. At 30° the total power density is 9.292×10⁻¹⁶ W/Å² for the forward field and 9.352×10⁻¹⁶ W/Å² for the reversed one. Both are positive. Half their difference is −3.01×10⁻¹⁸ W/Å², which agrees with the cubic work,

E j_along = (2×10⁻⁶ V/Å)(−1.507×10⁻¹² A/Å) = −3.01×10⁻¹⁸ W/Å².

This is 0.3% of the mean loss. The negative sign means that the forward field dissipates slightly less, not that the conductor supplies energy.

For the example's own parameters, higher even orders in the field change the second-order current at 30° by a relative 5×10⁻⁵. The correction to the Berry curvature induced by the field itself, which carries no power of τ, has an estimated coefficient of 4% of the Berry-dipole one. It is driven by the y component of the field, whereas the Berry-dipole term is driven by the x component. For E along y this term alone therefore adds a small Hall current, about 0.5% of the ohmic transverse current; it keeps its sign when Δ is reversed. It is not the only term without a power of τ, and the total depends on the state towards which the electrons are taken to relax: a two-band density matrix relaxing to the field-free equilibrium gives 0.4% instead, and also shifts the ohmic constants by a little under 0.1%. The energy gained between collisions, of order vEτ/ħ = 0.0009 eV, is below kT; whether the electrons heat up also depends on how fast they lose energy, which the model does not describe. Thermal holes enter with a factor of 4×10⁻⁷, and the estimated tunnelling exponent of about 1300 makes interband tunnelling negligible. The collision broadening ħ/τ is less comfortable, at 0.125 of the Fermi energy measured from the band bottom. The semiclassical picture is therefore reasonable but not sharp.

Beside a real gated sheet, the electron density of 8.6×10⁻⁵ Å⁻², roughly 10¹² cm⁻², is ordinary. Complete polarization into one valley is a special condition. In a nonmagnetic sheet with two equally filled partner valleys, this model gives zero for the ohmic part and doubles H_yxx to 0.032 A Å/V². Real scattering also breaks the assumption of one constant τ, and this affects the split itself. If τ varies with direction along the Fermi line, the derivatives in the band term of (f) also act on τ, and the term is in general no longer totally symmetric. In a single valley it then gains a Hall part of order τ², which can exceed the Berry-dipole one. A τ that depends on energy alone leaves the band term ohmic but can change its size considerably. Skew scattering and side jump are also left out. Skew scattering can contribute to both parts, and the size of neither effect is estimated here. The ohmic and Hall values are thus results for the stated model, not predictions for a device. The work criterion and the split in (a) to (d) do not depend on the scattering mechanism, since they use only the quadratic form of the current.

Values computed for the example and the checks

```
2D independent entries: total, ohmic, Hall = 6 4 2
3D independent entries: total, ohmic, Hall = 18 10 8
velocity parameter v = 3.0 eV A; tilt w = 1.0 eV A
mass parameter = 0.050 eV; chemical potential = 0.100 eV
kT = 0.010 eV; relaxation time = 100 fs
field = 2.0e-06 V/A = 0.20 kV/cm
conduction-band bottom = 0.04714 eV
electron density = 8.5571e-05 A^-2
Berry dipole D_x = -0.42937 A
One valley, tensor from finite-field current, A angstrom/V^2:
  xxx: total -0.43025, ohmic -0.43025, Hall 0.00000
  xyy: total -0.14971, ohmic -0.14971, Hall 0.00000
  yxy: total -0.14971, ohmic -0.14971, Hall 0.00000
  yxx: total 0.01588, ohmic 0.00000, Hall 0.01588
  xxy: total -0.00794, ohmic 0.00000, Hall -0.00794
Same entries from the response formulas, A angstrom/V^2:
  band derivative xxx -0.43025, xyy -0.14971
  Berry dipole yxx 0.01588, xxy -0.00794
converted ohmic xxx = -43.025 uA um/V^2
converted Hall yxx = 1.588 uA um/V^2
Two time-reversed valleys, A angstrom/V^2:
  largest ohmic entry 0.00000, Hall yxx 0.03176
Second-order sheet current of one valley, pA/angstrom:
  0 deg: along E -1.72099, across: ohmic 0.00000, Hall 0.06351
  30 deg: along E -1.50678, across: ohmic 0.27108, Hall 0.05500
  90 deg: along E 0.00000, across: ohmic 0.59886, Hall 0.00000
Power density at 30 deg, W/angstrom^2:
  field forward 9.29167e-16, field reversed 9.35194e-16
  half difference -3.0137e-18, cubic formula -3.0136e-18
Neglected effects and validity:
  higher even orders / second order at 30 deg = 4.96e-05
  field-induced curvature / Berry-dipole term = 0.044
  hbar/tau over Fermi energy from band bottom = 0.125
  thermal hole factor = 4.1e-07
  tunnelling exponent (untilted estimate) = 1309
  energy gain v*E*tau/hbar = 9.12e-04 eV
  relative shift on doubling mesh spacing = 3.1e-11
```
